# Maldague's identity and the two-dimensional Lindhard function at finite temperature, part 1

(Sections cited here and not found follow in the second part.)

## 1. The physical question

A sheet of independent electrons in an isotropic band whose energy rises with $k$ fills, at zero temperature, a disc in $\mathbf k$ space. Its density, energy and static response to a weak potential are integrals over that disc, and for a parabolic band they can be done in closed form. For a parabolic band with plane-wave states, the case treated below, the response has a kink at the wave vector that spans the disc. This is not true of every band: when the overlap between the Bloch states at $\mathbf k$ and $-\mathbf k$ vanishes, as on a Dirac cone, the slope is continuous there and only a weaker singularity remains. At finite temperature the edge of the disc is blurred by the Fermi function, and the kink has to be rounded in some way. The same situation occurs in band-structure calculations for metals, where the step occupation makes a sum over a finite $\mathbf k$ mesh jump whenever a level crosses the chemical potential, and a Fermi-Dirac occupation can be used in its place. In both cases one wants to know how the smeared quantity is related to the sharp one. For independent electrons in fixed bands the relation is exact: the finite-temperature value is an average of zero-temperature values over the chemical potential. This is Maldague's identity.

## 2. Assumptions, conventions and statement

Hartree atomic units are used ($\hbar=m_e=e^2=1$). The symbol $T$ stands for $k_BT$ and is an energy, and entropies are in units of $k_B$. There are three assumptions.

1. The fermions are independent: the Hamiltonian is a sum of one-particle Hamiltonians with levels $\varepsilon_i$. For a crystal, $i$ collects band, wave vector and spin.
2. The levels and the one-particle states do not depend on $T$ or on the chemical potential $\mu$. This is what "fixed bands" means.
3. The ensemble is grand canonical at given $\mu$. The spectrum is bounded below by $\varepsilon_{\min}$, and the number of levels below an energy grows at most as a power of that energy.

Define the Fermi function, measured from $\mu$, and the weight

$$f(x)=\frac{1}{e^{x/T}+1},\qquad w(x)=\frac{1}{4T\cosh^2(x/2T)} .$$

The statement is

$$A(\mu,T)=\int_{-\infty}^{\infty}d\mu'\,w(\mu'-\mu)\,A_0(\mu'),\qquad A_0(\mu')\equiv A(\mu',0), \tag{1}$$

where $A$ is the grand potential $\Omega$, the particle number or density, the energy $U$, or the independent-particle static response. The average is centred on the actual chemical potential at temperature $T$. For a system of given density that is $\mu(T)$, which in general differs from the Fermi energy and has to be found first.

## 3. The weight

Multiplying numerator and denominator of $f$ by $e^{-x/2T}$ gives $f=e^{-x/2T}/[2\cosh(x/2T)]$. Since $e^{-s}=\cosh s-\sinh s$, this is $f=\tfrac12-\tfrac12\tanh(x/2T)$. The derivative of $\tanh s$ is $1/\cosh^2 s$, so

$$-f'(x)=\frac12\cdot\frac{1}{2T}\cdot\frac{1}{\cosh^2(x/2T)}=w(x). \tag{2}$$

The weight is positive and even, and $\int w\,dx=f(-\infty)-f(\infty)=1$, so it is a probability density. Because $\tanh$ is odd, $1-f(x)=f(-x)$. Writing $4\cosh^2(x/2T)=e^{|x|/T}(1+e^{-|x|/T})^2$ gives the bound

$$w(x)\le e^{-|x|/T}/T, \tag{3}$$

which is approached for $|x|\gg T$. In the scaled variable $y=x/T$ one has $w(x)\,dx=w_1(y)\,dy$ with $w_1(y)=1/[4\cosh^2(y/2)]=-\phi'(y)$ and $\phi(y)=1/(e^y+1)$.

The moments follow from one integral. Summing a finite geometric series gives $\phi(y)=\sum_{j=1}^{J}(-1)^{j+1}e^{-jy}+(-1)^Je^{-Jy}\phi(y)$. For $s>0$, $\int_0^\infty y^{s-1}e^{-jy}dy=\Gamma(s)/j^s$, and the last term contributes less than $\Gamma(s)/J^s$, which vanishes as $J\to\infty$. Hence

$$\int_0^\infty y^{s-1}\phi(y)\,dy=\Gamma(s)\,\eta(s),\qquad \eta(s)=\sum_{j\ge1}\frac{(-1)^{j+1}}{j^s}. \tag{4}$$

For $s>1$, subtracting twice the even terms from $\zeta(s)=\sum j^{-s}$ gives $\eta(s)=\zeta(s)-2\cdot2^{-s}\zeta(s)=(1-2^{1-s})\zeta(s)$. The series for $\eta$ is analytic for $\operatorname{Re}s>0$, so the same relation holds for $0<s<1$ with the analytically continued $\zeta$. Integrating by parts with $w_1=-\phi'$, with boundary terms that vanish for $p>0$,

$$\int_0^\infty y^p\,w_1\,dy=p\int_0^\infty y^{p-1}\phi\,dy=\Gamma(p+1)\,\eta(p). \tag{5}$$

Odd moments over the whole line vanish by evenness, and even ones are twice (5). With $\eta(2)=\tfrac12\cdot\pi^2/6$ and $\eta(4)=\tfrac78\cdot\pi^4/90$,

$$\langle x^2\rangle=2\cdot2\cdot\frac{\pi^2}{12}T^2=\frac{\pi^2T^2}{3},\qquad \langle x^4\rangle=2\cdot24\cdot\frac{7\pi^4}{720}T^4=\frac{7\pi^4T^4}{15}. \tag{6}$$

Quadrature gives $3.289868\,T^2$ and $45.457576\,T^4$, in agreement. The root-mean-square width of the average is $\sqrt{3.29}\,T\approx1.8\,T$.

## 4. One level

For a level $\varepsilon$ the zero-temperature occupation at chemical potential $\mu'$ is the step $\theta(\mu'-\varepsilon)$. Its value at $\mu'=\varepsilon$ does not matter under an integral. The step restricts the range to $\mu'>\varepsilon$, and (2) integrates directly:

$$\int d\mu'\,w(\mu'-\mu)\,\theta(\mu'-\varepsilon)=\Big[-f(\mu'-\mu)\Big]_{\varepsilon}^{\infty}=f(\varepsilon-\mu). \tag{7}$$

The Fermi function is the probability that a chemical potential drawn from $w$ lies above the level. For the ramp $(\mu'-\varepsilon)\theta(\mu'-\varepsilon)$, integrate by parts. The boundary term $-(\mu'-\varepsilon)f(\mu'-\mu)$ vanishes at $\mu'=\varepsilon$ because of the first factor and at infinity because $f$ decays exponentially. What remains is $\int_\varepsilon^\infty f(\mu'-\mu)\,d\mu'$. The function $-T\ln(1+e^{-x/T})$ has derivative $e^{-x/T}/(1+e^{-x/T})=f(x)$ and vanishes at $+\infty$, so

$$\int d\mu'\,w(\mu'-\mu)\,(\mu'-\varepsilon)\,\theta(\mu'-\varepsilon)=T\ln\!\big(1+e^{(\mu-\varepsilon)/T}\big). \tag{8}$$

## 5. Grand potential, particle number and energy

By assumption 1 a many-body eigenstate is a list of occupations $\nu_i\in\{0,1\}$ with $E-\mu N=\sum_i\nu_i(\varepsilon_i-\mu)$. In the grand-canonical ensemble all lists are summed without constraint, so the sum of products is a product of sums:

$$Z=\sum_{\{\nu\}}\prod_ie^{-\nu_i(\varepsilon_i-\mu)/T}=\prod_i\big(1+e^{(\mu-\varepsilon_i)/T}\big).$$

Then $\Omega=-T\ln Z=\sum_ig(\varepsilon_i-\mu)$ with $g(x)=-T\ln(1+e^{-x/T})$ and $g'=f$. The mean occupation of level $i$ is $\partial\Omega/\partial\varepsilon_i=f(\varepsilon_i-\mu)\equiv f_i$, so $N=\sum_if_i=-\partial\Omega/\partial\mu$ and $U=\sum_i\varepsilon_if_i$. At $T=0$ the grand potential is the lowest value of $E-\mu'N$, reached by filling exactly the levels below $\mu'$:

$$\Omega_0=-\sum_i(\mu'-\varepsilon_i)\theta(\mu'-\varepsilon_i),\quad N_0^{\rm tot}=\sum_i\theta(\mu'-\varepsilon_i),\quad U_0=\sum_i\varepsilon_i\theta(\mu'-\varepsilon_i).$$

Apply (8) to each term of $\Omega$ and (7) to each term of $N$ and $U$. By assumption 2 the $\varepsilon_i$ are the same numbers on both sides and for every $\mu'$. The sum over $i$ must then be moved inside the integral over $\mu'$. For $\Omega$ and $N$ all terms have one sign, and for terms of one sign the order of sum and integral is free. For $U$, write $\varepsilon_i=(\varepsilon_i-\varepsilon_{\min})+\varepsilon_{\min}$, which splits it into a sum of non-negative terms and a multiple of $N$. The integrals converge because the zero-temperature functions vanish below $\varepsilon_{\min}$ and grow as a power of $\mu'$ by assumption 3, while $w$ decays exponentially by (3). This proves (1) for $\Omega$, $N$ and $U$. The same argument covers any $\sum_ia_if_i$ with fixed coefficients and $\sum_i|a_i|f_i$ finite, for instance the local density with $a_i=|\psi_i(\mathbf r)|^2$.

Nothing in the proof requires a continuum of levels. On a finite $\mathbf k$ mesh the identity is exact for the mesh sums: $N_0^{\rm tot}(\mu')$ is a staircase, and Fermi-Dirac smearing is the average of that staircase over a window of width about $1.8\,T$ on either side of $\mu$. The staircase is smoothed when the window contains many steps.

As a check that does not assume the factorization, the program builds a spinless five-site open chain (hopping $-1$ Ha, on-site energies $0.3,-0.5,0.1,0.6,-0.2$ Ha) in Fock space. At $\mu=0.2$ Ha and $T=0.4$ Ha the trace over many-body states gives $\Omega=-3.54632697$ Ha and $N=2.63990383$, and averaging the many-body ground-state values of $E-\mu'N$ and $N$ gives the same digits.

## 6. Entropy

With nondegenerate ground states for almost every $\mu'$, the zero-temperature entropy vanishes, and its average is zero, while $S(\mu,T)>0$. Equation (1) therefore does not hold for $S$. The correct relation comes from differentiating (1) for $\Omega$. In scaled form $\Omega=\int dy\,w_1(y)\,\Omega_0(\mu+Ty)$, so $T$ appears only in the argument. With $d\Omega_0/d\mu'=-N_0^{\rm tot}$,

$$S=-\frac{\partial\Omega}{\partial T}\Big|_\mu=\int dy\,w_1(y)\,y\,N_0^{\rm tot}(\mu+Ty)=\int d\mu'\,w(\mu'-\mu)\,\frac{\mu'-\mu}{T}\,N_0^{\rm tot}(\mu'). \tag{9}$$

For one level at $x=(\varepsilon-\mu)/T$ this is $\int_x^\infty y\,w_1dy=x\phi(x)+\int_x^\infty\phi\,dy=x\phi+L$ with $L=\ln(1+e^{-x})$. Since $\ln\phi=-x-L$ and $\ln(1-\phi)=-L$, the mixing entropy is $-[\phi\ln\phi+(1-\phi)\ln(1-\phi)]=\phi x+\phi L+(1-\phi)L=x\phi+L$, the same expression. Folding negative $y$ onto positive $y$ in (9) gives $\int_0^\infty w_1\,y\,[N_0^{\rm tot}(\mu+Ty)-N_0^{\rm tot}(\mu-Ty)]\,dy$: the entropy counts levels inside the thermal window and is zero only if the spectrum is empty.

## 7. Static response

Add a static one-particle perturbation, $h(\lambda)=h_0+\lambda V$, at fixed $\mu$ and $T$. Take nondegenerate levels first. Differentiating $h|i\rangle=\varepsilon_i|i\rangle$ with respect to $\lambda$ gives $(V-\dot\varepsilon_i)|i\rangle=(\varepsilon_i-h)|\dot i\rangle$. Projection on $\langle i|$ gives $\dot\varepsilon_i=V_{ii}$. Projection on $\langle j|$, $j\ne i$, gives $\langle j|\dot i\rangle=V_{ji}/(\varepsilon_i-\varepsilon_j)$. The phase can be chosen so that $\langle i|\dot i\rangle=0$. Differentiating $\dot\varepsilon_i=\langle i|V|i\rangle$ once more gives $\ddot\varepsilon_i=2\operatorname{Re}\langle i|V|\dot i\rangle=2\sum_{j\ne i}|V_{ij}|^2/(\varepsilon_i-\varepsilon_j)$. From $\Omega=\sum_ig(\varepsilon_i-\mu)$,

$$\frac{\partial\Omega}{\partial\lambda}=\sum_if_iV_{ii}=\langle V\rangle,\qquad \chi_{VV}\equiv\frac{\partial^2\Omega}{\partial\lambda^2}=\sum_if_i\ddot\varepsilon_i+\sum_if'(\varepsilon_i-\mu)V_{ii}^2 .$$

So $\chi_{VV}=\partial\langle V\rangle/\partial\lambda$ is the linear response of $\langle V\rangle$ in thermal equilibrium. In the double sum $2\sum_{i\ne j}f_i|V_{ij}|^2/(\varepsilon_i-\varepsilon_j)$, keep one half and exchange the names $i$ and $j$ in the other half; the denominator changes sign. The result is

$$\chi_{VV}=\sum_{i,j}|V_{ij}|^2K(\varepsilon_i,\varepsilon_j),\qquad K(a,b)=\frac{f(a-\mu)-f(b-\mu)}{a-b},\quad K(a,a)=f'(a-\mu). \tag{10}$$

$K$ is symmetric and continuous across $a=b$. For a finite matrix, $\Omega$ is a smooth function of the matrix elements at $T>0$, and a degenerate $h_0$ is a limit of nondegenerate ones, so (10) holds for degenerate levels too.

For $a<b$, (7) gives $f(a-\mu)-f(b-\mu)=\int_a^bw(\mu'-\mu)\,d\mu'$, so

$$K(a,b)=\int d\mu'\,w(\mu'-\mu)\,K_0(a,b;\mu'),\qquad K_0=\frac{\theta(\mu'-a)-\theta(\mu'-b)}{a-b}. \tag{11}$$

As a function of $\mu'$, $K_0$ is a box of height $-1/(b-a)$ on the interval $(a,b)$ and zero elsewhere: a pair of levels responds at zero temperature only if one is full and the other empty. The box has area $-1$. As $b\to a$ it becomes $-\delta(\mu'-a)$, whose average is $-w(a-\mu)=f'(a-\mu)$, as (10) requires. All terms are non-positive, so sum and integral may be exchanged, and (1) holds for the response with

$$\chi_{VV,0}(\mu')=2\sum_{i\ \rm full}\ \sum_{j\ \rm empty}\frac{|V_{ij}|^2}{\varepsilon_i-\varepsilon_j}\;-\sum_{\varepsilon_i=\varepsilon_j}|V_{ij}|^2\,\delta(\mu'-\varepsilon_i). \tag{12}$$

The factor 2 arises because each full-empty pair appears in (10) in both orders. The delta terms describe a level pushed through $\mu'$ by the perturbation, which exchanges a particle with the reservoir. They vanish at every $\mu'$ between levels but carry finite weight in the average. For the chain, with $V$ the projector on the first site, a finite difference of the Fock-space $\Omega(\lambda)$ gives $-0.354610\ \mathrm{Ha}^{-1}$. The averaged pair term is $-0.250406$ and the delta term $-0.104204$, and $-0.250406-0.104204=-0.354610$. The delta term is 29% of the total in this case.

For Bloch states and $V$ a plane-wave potential, $|V_{ij}|^2$ is a squared overlap of periodic parts. It is a fixed number by assumption 2, so the argument covers interband and intraband terms alike.

## 8. The two-dimensional gas: thermodynamics

Take $\varepsilon_{\mathbf k}=k^2/2m$ with two spin states, and from here on let $\Omega,n,U,S$ be per unit area. The sum over levels becomes $2\int d^2k/(2\pi)^2=\int k\,dk/\pi=N_0\int_0^\infty d\varepsilon$, with $d\varepsilon=k\,dk/m$ and the constant density of states $N_0=m/\pi$. At zero temperature

$$n_0=N_0\mu'\theta(\mu'),\qquad U_0=\tfrac12N_0\mu'^2\theta(\mu'),\qquad \Omega_0=U_0-\mu'n_0=-\tfrac12N_0\mu'^2\theta(\mu').$$

The density $n_0$ is a ramp, so (8) with $\varepsilon=0$ gives its average:

$$n=N_0T\ln(1+e^{\mu/T}). \tag{13}$$

For given density define $E_F=n/N_0=k_F^2/2m$, so $k_F^2=2\pi n$. Solving (13),

$$\mu=T\ln(e^{E_F/T}-1)=E_F+T\ln(1-e^{-E_F/T}). \tag{14}$$

Since $U_0=-\Omega_0$ for every $\mu'$, the averages obey $U=-\Omega$ at every temperature. Integrating $\partial\Omega/\partial\mu=-n$ up from $\mu=-\infty$, where $\Omega=0$, with $s=e^{\mu''/T}$ and $d\mu''=T\,ds/s$, gives $\Omega=-N_0T^2\int_0^{z}ds\,\ln(1+s)/s$ with $z=e^{\mu/T}$. The dilogarithm is $\mathrm{Li}_2(x)=-\int_0^xdt\,\ln(1-t)/t$, and $t=-s$ yields $\Omega=N_0T^2\,\mathrm{Li}_2(-e^{\mu/T})$.

For $\mu\gg T$ the average is more transparent. Extend $\mu'^2$ to the whole line, where its mean is $\mu^2+\langle x^2\rangle$, and subtract the part from $\mu'<0$. There $w$ is close to its bound (3), and $\int_0^\infty s^2e^{-(\mu+s)/T}ds/T=2T^2e^{-\mu/T}$. Thus

$$\Omega=-N_0\Big[\frac{\mu^2}{2}+\frac{\pi^2T^2}{6}-T^2e^{-\mu/T}+O(T^2e^{-2\mu/T})\Big]. \tag{15}$$

Maldague's identity has been proved for the grand potential, particle number, energy and independent-particle static response, and the thermodynamics of the two-dimensional gas has been worked out. What remains is to derive the gas's Lindhard function at zero and finite temperature, examine its limits and where the identity fails, and work through a numerical example.
